# Berry-phase polarization of a two-site pump with augmentation charges: verification in Python

```python
"""
Two-site charge pump with augmentation charges (PAW / ultrasoft form).

Result under test: the Berry phase from smooth orbitals plus the augmentation
factor Q_s(b) equals the all-electron one at each point of the pump cycle,
and one cycle carries exactly one electron by one lattice period.

Symbols (Hartree atomic units):
  a, r_c        period and augmentation radius; sites A at 0, B at a/2
  f_s, F_s      smooth and all-electron orbital of site s (0 = A, 1 = B)
  Q_s(b)        integral of (F_s^2 - f_s^2) exp(-i b y), y from the site
  q_s, d_s      augmentation charge Q_s(0) and augmentation dipole
  delta, Delta  hopping alternation and site energy, the pump parameters
  centre        Wannier centre of the electron, defined modulo a
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import e as elementary_charge

a, r_c = 8.0, 1.0
support = a / 2 - r_c                 # smooth tails stop at the next sphere
t0, delta0, Delta0 = 0.10, 0.05, 0.10
alpha, beta = (0.5, -0.5), (1.5, -1.5)  # even and odd augmentation amplitudes

nodes, weights = np.polynomial.legendre.leggauss(12)


def quadrature(low, high):
    """Gauss points on unit intervals; all orbital joints are at integers."""
    points = (np.arange(low, high)[:, None] + (nodes + 1) / 2).ravel()
    return points, np.tile(weights / 2, high - low)


def raw_smooth(y):
    return np.where(abs(y) < support, np.cos(np.pi * y / (2 * support))**2, 0.0)


def raw_full(s, y):
    u = y / r_c
    extra = (1 - u**2)**2 * (alpha[s] + beta[s] * u)
    return raw_smooth(y) + np.where(abs(u) < 1, extra, 0.0)


x, w = quadrature(-7, 8)
norm = [np.sum(w * raw_full(s, x)**2) for s in (0, 1)]


def smooth(s, y):
    return raw_smooth(y) / np.sqrt(norm[s])


def full(s, y):
    return raw_full(s, y) / np.sqrt(norm[s])


def projector(s, y):
    inside = abs(x) < r_c
    scale = np.sum((w * raw_smooth(x) * smooth(s, x))[inside])
    return np.where(abs(y) < r_c, raw_smooth(y), 0.0) / scale


def Q(s, b):
    inside = abs(x) < r_c
    density = full(s, x)**2 - smooth(s, x)**2
    return np.sum((w * density * np.exp(-1j * b * x))[inside])


q = [Q(s, 0.0).real for s in (0, 1)]
d = [np.sum(w * x * (full(s, x)**2 - smooth(s, x)**2)) for s in (0, 1)]

# Projectors: dual to their own orbital, blind to both neighbours;
# the PAW map then turns each smooth orbital into the all-electron one.
for s in (0, 1):
    own = np.sum(w * projector(s, x) * smooth(s, x))
    assert abs(own - 1) < 1e-12
    for shift in (-a / 2, a / 2):
        assert abs(np.sum(w * projector(s, x) * smooth(1 - s, x - shift))) < 1e-13
    partial_difference = np.where(abs(x) < r_c, full(s, x) - smooth(s, x), 0)
    assert np.allclose(smooth(s, x) + own * partial_difference, full(s, x))


def link_matrix(k, b, mode):
    """Matrix of exp(-i b x) between Bloch sums at k and k+b."""
    orb = full if mode == "all-electron" else smooth
    phase = w * np.exp(-1j * b * x)
    site = [np.sum(phase * orb(s, x)**2) for s in (0, 1)]
    if mode == "PAW":
        site = [site[s] + Q(s, b) for s in (0, 1)]
    elif mode == "monopole":
        site = [site[s] + q[s] for s in (0, 1)]
    right = np.sum(phase * orb(0, x) * orb(1, x - a / 2))
    left = np.sum(phase * orb(0, x) * orb(1, x + a / 2))
    M = np.empty((len(k), 2, 2), complex)
    M[:, 0, 0] = site[0]
    M[:, 1, 1] = site[1] * np.exp(-1j * b * a / 2)
    M[:, 0, 1] = right + np.exp(-1j * (k + b) * a) * left
    M[:, 1, 0] = right + np.exp(1j * k * a) * left
    return M


n_k = 400
b = 2 * np.pi / (a * n_k)
k = b * np.arange(n_k)
modes = ("PAW", "all-electron", "monopole", "none")
links = {mode: link_matrix(k, b, mode) for mode in modes}
S = link_matrix(k, 0.0, "PAW")
assert np.linalg.eigvalsh(S).min() > 0
inverse_factor = np.linalg.inv(np.linalg.cholesky(S))
inverse_factor_dag = inverse_factor.conj().transpose(0, 2, 1)

# The augmented operator must equal the all-electron one for long links too.
link_error = 0.0
for n_coarse in (4, 10, 400):
    b_test = 2 * np.pi / (a * n_coarse)
    difference = (link_matrix(k, b_test, "PAW")
                  - link_matrix(k, b_test, "all-electron"))
    link_error = max(link_error, abs(difference).max())
assert link_error < 1e-12


def bands(delta, Delta):
    H = np.empty((n_k, 2, 2), complex)
    H[:, 0, 0], H[:, 1, 1] = Delta, -Delta
    H[:, 0, 1] = -(t0 + delta) - (t0 - delta) * np.exp(-1j * k * a)
    H[:, 1, 0] = H[:, 0, 1].conj()
    energy, v = np.linalg.eigh(inverse_factor @ H @ inverse_factor_dag)
    c = (inverse_factor_dag @ v)[:, :, 0]
    return energy, c


def berry_centre(c, mode):
    link = np.einsum("ki,kij,kj->k", c.conj(), links[mode], np.roll(c, -1, 0))
    return -a / (2 * np.pi) * np.angle(np.prod(link / abs(link)))


n_loop = 64
angles = 2 * np.pi * np.arange(n_loop + 1) / n_loop


def run_loop(offset):
    centres = {mode: [] for mode in modes}
    populations, gaps, coefficients, lower = [], [], [], []
    for angle in angles:
        energy, c = bands(offset + delta0 * np.cos(angle), Delta0 * np.sin(angle))
        gaps.append(energy[:, 1].min() - energy[:, 0].max())
        lower.append(energy[:, 0].min())
        populations.append(np.mean(abs(c)**2, axis=0))
        coefficients.append(c)
        for mode in modes:
            centres[mode].append(berry_centre(c, mode))
    centres = {m: np.unwrap(np.array(v), period=a) for m, v in centres.items()}
    return centres, np.array(populations), min(gaps), np.array(coefficients), min(lower)


centres, populations, gap, coefficients, lowest = run_loop(0.0)
overlap = np.sum(w * smooth(0, x) * smooth(1, x - a / 2))
assert gap > 0 and t0 + lowest * overlap > 0
pumped = {m: (centres[m][-1] - centres[m][0]) / a for m in modes}
for mode in modes:
    assert abs(pumped[mode] - 1) < 1e-9

# A loop that does not enclose the gap closing must pump nothing.
outside, _, outside_gap, _, _ = run_loop(0.08)
pumped_outside = (outside["PAW"][-1] - outside["PAW"][0]) / a
assert outside_gap > 0 and abs(pumped_outside) < 1e-9

# Dipole part of the augmentation, and the symmetry-fixed monopole centres.
dipole_shift = populations @ np.array(d)
assert np.allclose(centres["PAW"] - centres["monopole"], dipole_shift, atol=1e-4)
assert np.allclose(centres["monopole"][::n_loop // 4],
                   a * np.array([1, 2, 3, 4, 5]) / 4, atol=1e-4)

# The A amplitude vanishes once, at k a = pi with delta = 0 and Delta > 0.
small = np.argwhere(abs(coefficients[:-1, :, 0]) < 1e-3)
assert len(small) == 1 and tuple(small[0]) == (n_loop // 4, n_k // 2)
windings = []
for index in (8, 24, 40, 56):
    c = coefficients[index]
    ratio = c[:, 1] * c[:, 0].conj()
    turns = np.sum(np.angle(np.roll(ratio, -1) * ratio.conj())) / (2 * np.pi)
    windings.append(int(round(turns)))
assert windings == [0, 1, 1, 0]

# Independent all-electron road: open chain in real space, no k and no PAW.
n_cells = 80
n_sites = 2 * n_cells
chain_x, chain_w = quadrature(-3, int(a) * n_cells)
basis = np.array([full(j % 2, chain_x - j * a / 2) for j in range(n_sites)])
chain_S = (basis * chain_w) @ basis.T
chain_X = (basis * chain_w * chain_x) @ basis.T


def chain_H(angle):
    delta, Delta = delta0 * np.cos(angle), Delta0 * np.sin(angle)
    hop = np.where(np.arange(n_sites - 1) % 2 == 0, -(t0 + delta), -(t0 - delta))
    site = np.where(np.arange(n_sites) % 2 == 0, Delta, -Delta)
    return np.diag(site) + np.diag(hop, 1) + np.diag(hop, -1)


def chain_wannier(angle):
    """Central eigenstate of position projected on the lower bulk band."""
    energy, C = eigh(chain_H(angle), chain_S)
    # The cut lies in the gap and removes paired end states at zero energy.
    C = C[:, energy < -Delta0 / 2]
    value, vector = eigh(C.T @ chain_X @ C)
    middle = np.argmin(abs(value - n_cells * a / 2))
    return value[middle], C @ vector[:, middle]


sample = np.arange(0, n_loop + 1, n_loop // 8)
chain = np.array([chain_wannier(angles[i])[0] for i in sample])
chain = np.unwrap(chain % a, period=a)
chain += a * np.round((centres["PAW"][0] - chain[0]) / a)
chain_error = abs(chain - centres["PAW"][sample]).max()
assert chain_error < 1e-4

# Real transport: propagate one Wannier packet through one slow cycle.
duration, n_steps = 500.0, 250
start, packet = chain_wannier(0.0)
packet = packet.astype(complex)
dt = duration / n_steps
for step in range(n_steps):
    tau = (step + 0.5) / n_steps
    energy, U = eigh(chain_H(2 * np.pi * tau - np.sin(2 * np.pi * tau)), chain_S)
    packet = U @ (np.exp(-1j * energy * dt) * (U.T @ (chain_S @ packet)))
packet_norm = (packet.conj() @ chain_S @ packet).real
displacement = (packet.conj() @ chain_X @ packet).real - start
assert abs(packet_norm - 1) < 1e-9
assert abs(displacement / a - 1) < 0.01

# Omitting augmentation keeps the integer but must visibly spoil the path.
error_none = abs(centres["none"] - centres["PAW"]).max()
error_monopole = abs(centres["monopole"] - centres["PAW"]).max()
assert error_none > 0.1 and error_monopole > 0.01

print(f"period a = {a:.1f} bohr, radius r_c = {r_c:.1f} bohr")
print(f"smooth support half-width = {support:.1f} bohr")
print(f"t0, delta0, Delta0 = {t0:.2f}, {delta0:.2f}, {Delta0:.2f} hartree")
for s, name in enumerate("AB"):
    print(f"site {name}: alpha = {alpha[s]:.1f}, beta = {beta[s]:.1f} (no unit)")
    print(f"site {name}: raw norm integral = {norm[s]:.5f} bohr")
    print(f"site {name}: augmentation charge q = {q[s]:.5f} electrons")
    print(f"site {name}: augmentation dipole d = {d[s]:.5f} electron bohr")
print(f"neighbour overlap s = {overlap:.5f} (no unit)")
print(f"smallest gap on the loop = {gap:.5f} hartree")
print(f"lowest band energy on the loop = {lowest:.5f} hartree")
print(f"k points = {n_k}, loop steps = {n_loop}")
print(f"largest PAW minus AE link element = {link_error:.1e} (no unit)")
print("centres in bohr: lambda/2pi, PAW, AE chain, monopole, none")
for i, value in zip(sample, chain):
    print(f"{i / n_loop:.3f} {centres['PAW'][i]:.5f} {value:.5f} "
          f"{centres['monopole'][i]:.5f} {centres['none'][i]:.5f}")
print("lambda/2pi, mean w_A, w_B, dipole shift (bohr), P change (e)")
for i in sample:
    change = -(centres["PAW"][i] - centres["PAW"][0]) / a
    print(f"{i / n_loop:.3f} {populations[i, 0]:.5f} {populations[i, 1]:.5f} "
          f"{dipole_shift[i]:.5f} {change:.5f}")
print(f"largest PAW minus AE chain centre = {chain_error:.1e} bohr")
print(f"largest centre error, monopole only = {error_monopole:.5f} bohr")
print(f"largest centre error, no augmentation = {error_none:.5f} bohr")
print("windings at lambda/2pi = 1/8, 3/8, 5/8, 7/8:", *windings)
print(f"electrons pumped, PAW = {pumped['PAW']:.6f}")
print(f"electrons pumped, no augmentation = {pumped['none']:.6f}")
print(f"electrons pumped, loop shifted by 0.08 hartree = {abs(pumped_outside):.6f}")
print(f"chain: {n_cells} cells, cycle time {duration:.0f} a.u., {n_steps} steps")
print(f"packet displacement / a = {displacement / a:.5f} (no unit)")
print(f"pumped charge = {-pumped['PAW']:.6f} e")
print(f"pumped charge = {-pumped['PAW'] * elementary_charge:.5e} C")
print("success")
```

Printed output:

```
period a = 8.0 bohr, radius r_c = 1.0 bohr
smooth support half-width = 3.0 bohr
t0, delta0, Delta0 = 0.10, 0.05, 0.10 hartree
site A: alpha = 0.5, beta = 1.5 (no unit)
site A: raw norm integral = 3.64555 bohr
site A: augmentation charge q = 0.38281 electrons
site A: augmentation dipole d = 0.14480 electron bohr
site B: alpha = -0.5, beta = -1.5 (no unit)
site B: raw norm integral = 1.59327 bohr
site B: augmentation charge q = -0.41219 electrons
site B: augmentation dipole d = -0.19221 electron bohr
neighbour overlap s = 0.02692 (no unit)
smallest gap on the loop = 0.20000 hartree
lowest band energy on the loop = -0.21339 hartree
k points = 400, loop steps = 64
largest PAW minus AE link element = 2.2e-16 (no unit)
centres in bohr: lambda/2pi, PAW, AE chain, monopole, none
0.000 1.97699 1.97699 2.00000 2.76717
0.125 3.02395 3.02395 3.12601 3.54920
0.250 3.86861 3.86861 4.00000 4.00000
0.375 4.77192 4.77192 4.87399 4.45080
0.500 5.97699 5.97699 6.00000 5.23283
0.625 7.18199 7.18198 7.12602 6.47646
0.750 8.08523 8.08523 8.00000 8.00000
0.875 8.92996 8.92996 8.87398 9.52354
1.000 9.97699 9.97699 10.00000 10.76717
lambda/2pi, mean w_A, w_B, dipole shift (bohr), P change (e)
0.000 0.48534 0.48534 -0.02301 -0.00000
0.125 0.25164 0.72057 -0.10206 -0.13087
0.250 0.16539 0.80814 -0.13139 -0.23645
0.375 0.25164 0.72057 -0.10206 -0.34937
0.500 0.48534 0.48534 -0.02301 -0.50000
0.625 0.72057 0.25164 0.05597 -0.65063
0.750 0.80814 0.16539 0.08523 -0.76353
0.875 0.72057 0.25164 0.05597 -0.86912
1.000 0.48534 0.48534 -0.02301 -1.00000
largest PAW minus AE chain centre = 5.9e-06 bohr
largest centre error, monopole only = 0.13139 bohr
largest centre error, no augmentation = 0.80772 bohr
windings at lambda/2pi = 1/8, 3/8, 5/8, 7/8: 0 1 1 0
electrons pumped, PAW = 1.000000
electrons pumped, no augmentation = 1.000000
electrons pumped, loop shifted by 0.08 hartree = 0.000000
chain: 80 cells, cycle time 500 a.u., 250 steps
packet displacement / a = 1.00000 (no unit)
pumped charge = -1.000000 e
pumped charge = -1.60218e-19 C
success
```
